# The Slope of a Pourbaix Boundary, Including Horizontal and Vertical Lines

## The result

Let an oxidized species Ox and a reduced species Red be connected by

$$a\,\mathrm{Ox}+m\,\mathrm{H^+}+n\,\mathrm{e^-}\rightarrow b\,\mathrm{Red}+w\,\mathrm{H_2O}.$$

In a diagram of electrode potential $E$ against pH, their equilibrium boundary has the slope

$$\boxed{\frac{dE}{d\,\mathrm{pH}}=-\frac{m}{n}\,k,\qquad k=\frac{RT\ln 10}{F}}\qquad(n\neq0).$$

If $m=0$ and $n\neq0$, the boundary is horizontal. If $n=0$ and $m\neq0$, it is vertical. Both cases are contained in the equation of the line,

$$nFE+mRT\ln10\;\mathrm{pH}=C, \tag{1}$$

where $C$ is constant along the boundary.

Here $R$ is the gas constant, $F$ the Faraday constant and $T$ the temperature. The potential is measured against the standard hydrogen electrode (SHE), and $\mathrm{pH}=-\log a_{\mathrm{H^+}}$, where $a_{\mathrm{H^+}}$ is the proton activity and log means the decimal logarithm. The reaction is written so that $n\ge0$. The number $m$ carries a sign: it is positive if protons are consumed and negative if they are released. Temperature, pressure and the activities of Ox, Red and water are fixed along the boundary. At 298.15 K, $k=59.16$ mV per pH unit.

## First derivation: the work of a reversible cell

**The complete cell.** A potential is a difference between two electrodes, so the half-reaction must be completed. The SHE supplies the electrons:

$$\frac n2\,\mathrm{H_2}\rightarrow n\,\mathrm{H^+_{SHE}}+n\,\mathrm{e^-}.$$

Adding the two half-reactions cancels the electrons:

$$a\,\mathrm{Ox}+m\,\mathrm{H^+}+\frac n2\,\mathrm{H_2}\rightarrow b\,\mathrm{Red}+w\,\mathrm{H_2O}+n\,\mathrm{H^+_{SHE}}.$$

The protons with the subscript are in the separate solution of the reference electrode. They must not be cancelled against the $m$ protons of the sample, because the two solutions have different proton activities. The potential at the junction between the solutions is taken to be negligible.

**Electrical work.** Let an external voltage balance the cell, so that the reaction proceeds reversibly. For one mole of reaction as written, positive charge $nF$ passes through the external circuit from the sample electrode, at potential $E$, to the SHE, at potential zero. The cell delivers the work $nFE$. At constant temperature and pressure, reversible non-expansion work equals the decrease in Gibbs energy, hence

$$\Delta G=-nFE. \tag{2}$$

**Dependence on activities.** The chemical potential of each substance is $\mu_i=\mu_i^\circ+RT\ln a_i$. Adding the products and subtracting the reactants gives

$$\Delta G=\Delta G^\circ+RT\ln\frac{a_{\mathrm{Red}}^{\,b}\,a_{\mathrm{H_2O}}^{\,w}}{a_{\mathrm{Ox}}^{\,a}\,a_{\mathrm{H^+}}^{\,m}}.$$

Hydrogen gas and the protons of the SHE are absent from the quotient because both have unit activity. In a dilute solution $a_{\mathrm{H_2O}}\approx1$, so the water factor also drops out. The proton factor contributes

$$-mRT\ln a_{\mathrm{H^+}}=-mRT\ln10\,\log a_{\mathrm{H^+}}=+mRT\ln10\;\mathrm{pH}.$$

The two minus signs, one from the denominator and one from the definition of pH, have cancelled. Therefore

$$\Delta G=\Delta G^\circ+RT\ln10\,(b\log a_{\mathrm{Red}}-a\log a_{\mathrm{Ox}})+mRT\ln10\;\mathrm{pH}. \tag{3}$$

**The line.** Substitute (2) on the left of (3), multiply by $-1$, and move the pH term to the left:

$$nFE+mRT\ln10\;\mathrm{pH}=-\Delta G^\circ+RT\ln10\,(a\log a_{\mathrm{Ox}}-b\log a_{\mathrm{Red}}). \tag{4}$$

This is equation (1), with $C$ now identified. For $n\neq0$, division by $nF$ gives

$$E=E^\circ+\frac kn\,(a\log a_{\mathrm{Ox}}-b\log a_{\mathrm{Red}})-\frac mn\,k\;\mathrm{pH},\qquad E^\circ=-\frac{\Delta G^\circ}{nF}. \tag{5}$$

The first two terms do not depend on pH under the stated conditions. Differentiation leaves $-(m/n)k$.

The sign has a direct meaning. When protons are consumed, raising the pH makes a reactant scarcer, and a lower potential is needed to keep the reduction in balance. When protons are released, $m<0$ and the line rises.

**The horizontal case.** If $m=0$, the pH term is absent from (4). The equilibrium potential is the same at every pH for which the fixed activities can be maintained.

**The vertical case.** If $n=0$, no charge passes through the external circuit and $E$ disappears from (4). Equation (5) cannot be used, since it came from division by $n$. The equilibrium condition is simply $\Delta G=0$, and (3) gives

$$\mathrm{pH}=\frac1m\left[-\frac{\Delta G^\circ}{RT\ln10}+a\log a_{\mathrm{Ox}}-b\log a_{\mathrm{Red}}\right]. \tag{6}$$

The labels Ox and Red then only name the two sides of an acid–base reaction. Its equilibrium fixes a pH and leaves the potential free.

If $m=n=0$, neither coordinate appears. The reaction favours the same side everywhere in the diagram, or is balanced everywhere, and there is no boundary line.

**Counting from charges.** Let $z_{\mathrm{Ox}}$ and $z_{\mathrm{Red}}$ be the charge numbers of the two species. Equal charge on both sides of the half-reaction requires

$$a z_{\mathrm{Ox}}+m-n=b z_{\mathrm{Red}},\qquad\text{so}\qquad \frac mn=1+\frac{b z_{\mathrm{Red}}-a z_{\mathrm{Ox}}}{n}.$$

Two neutral solids that exchange only protons, electrons and water, such as a metal and its oxides or hydroxides, therefore have $m=n$, and their boundary has slope $-k$ whenever electrons are transferred. The count changes if another ion takes part. At fixed anion activity, $\mathrm{AgCl}+\mathrm e^-\rightarrow\mathrm{Ag}+\mathrm{Cl^-}$ has $m=0$ and gives a horizontal line, while $\mathrm{PbO_2}+\mathrm{SO_4^{2-}}+4\mathrm{H^+}+2\mathrm e^-\rightarrow\mathrm{PbSO_4}+2\mathrm{H_2O}$ has slope $-2k$.

## Second derivation: moving along the boundary

The slope can also be found without a cell reaction or a standard Gibbs energy, by asking how the stability of each species responds to a small change in pH and $E$.

**Energy of one species.** Place a metal M in contact with water, with a supply of protons at the given pH and with an electrode at the given potential. Per metal atom, species $i$ forms according to

$$\mathrm M+w_i\,\mathrm{H_2O}\rightarrow \mathrm{X}_i+p_i\,\mathrm{H^+}+q_i\,\mathrm{e^-}.$$

If the formula of the species contains several metal atoms, $\mathrm X_i$ stands for the corresponding fraction of it. The Gibbs energy of this process, including what the proton and electron supplies receive, is

$$\phi_i=\mu_i+p_i\,\mu_{\mathrm{H^+}}+q_i\,\mu_{\mathrm e}-\mu_{\mathrm M}-w_i\,\mu_{\mathrm{H_2O}}.$$

At fixed pH and $E$, a conversion that lowers $\phi$ is spontaneous. The species with the lowest $\phi$ is stable, and two species are in equilibrium when their values are equal. For a dissolved species $\mu_i$ is evaluated at an assigned activity, so "stable" is a convention: dissolved species coexist, and a region marks only where one of them prevails at that activity.

**The two coordinates.** With the standard chemical potential of the proton set to zero, $\mu_{\mathrm{H^+}}=-RT\ln10\;\mathrm{pH}$. Electrons at the SHE are assigned zero chemical potential, consistent with equilibrium between $\mathrm{H^+}$, $\mathrm{e^-}$ and $\tfrac12\mathrm{H_2}$ in their standard states. A mole of electrons has charge $-F$, so at potential $E$ it has $\mu_{\mathrm e}=-FE$.

**A small displacement.** Hold $\mu_i$, $\mu_{\mathrm M}$ and $\mu_{\mathrm{H_2O}}$ fixed. Then

$$d\phi_i=-p_i\,RT\ln10\;d\,\mathrm{pH}-q_i\,F\,dE. \tag{7}$$

On the boundary $\phi_{\mathrm{Ox}}=\phi_{\mathrm{Red}}$. To remain on it, both must change by the same amount, $d\phi_{\mathrm{Ox}}=d\phi_{\mathrm{Red}}$. Inserting (7) and collecting terms gives

$$(p_{\mathrm{Ox}}-p_{\mathrm{Red}})\,RT\ln10\;d\,\mathrm{pH}+(q_{\mathrm{Ox}}-q_{\mathrm{Red}})\,F\,dE=0. \tag{8}$$

**Identifying the numbers.** Suppose the balanced reaction contains $N$ metal atoms on each side. Reversing the formation of Ox consumes $Np_{\mathrm{Ox}}$ protons and $Nq_{\mathrm{Ox}}$ electrons. Forming Red returns $Np_{\mathrm{Red}}$ and $Nq_{\mathrm{Red}}$. The net consumption is

$$m=N(p_{\mathrm{Ox}}-p_{\mathrm{Red}}),\qquad n=N(q_{\mathrm{Ox}}-q_{\mathrm{Red}}).$$

Multiplying (8) by $N$ yields

$$m\,RT\ln10\;d\,\mathrm{pH}+nF\,dE=0. \tag{9}$$

For $n\neq0$ this gives $dE/d\,\mathrm{pH}=-(m/n)k$. For $m=0$ it requires $dE=0$, a horizontal line. For $n=0$ it requires $d\,\mathrm{pH}=0$, a vertical line. The factor $N$ has no effect on the direction, so multiplying a reaction by a constant does not turn its boundary.

**Which side is which.** Subtracting (7) for Red from (7) for Ox gives

$$d(\phi_{\mathrm{Ox}}-\phi_{\mathrm{Red}})=-\frac1N\left(m\,RT\ln10\;d\,\mathrm{pH}+nF\,dE\right).$$

With $n>0$, raising $E$ favours Ox, which therefore lies above the line. With $n=0$ and $m>0$, raising the pH favours the species labelled Ox, which lies to the right.

**Corners.** If $\phi_1=\phi_2$ and $\phi_2=\phi_3$ at some point, then $\phi_1=\phi_3$ there as well. The third boundary must pass through the intersection of the first two, provided each species has the same activity in all three comparisons.

## What each derivation assumes

Both derivations describe equilibrium at fixed temperature and pressure, and both use the SHE as the zero of potential. Neither says how fast a species forms or dissolves.

The first assumes that the reaction can be run reversibly in a cell and expresses every chemical potential through a standard value and an activity. In return it gives the position of the line as well as its slope, once $\Delta G^\circ$ is known. The case $n=0$ needs separate attention, because the cell then delivers no electrical work.

The second assumes exchange with supplies of protons, electrons and water. It needs no standard values for Ox and Red, only that their chemical potentials stay constant along the boundary. It treats sloping, horizontal and vertical lines alike and identifies the stable side. By itself it does not locate the line, since a differential condition leaves the constant $C$ undetermined.

The shared assumption of constant activities can fail. If they vary with pH, differentiation of (5) gives

$$\frac{dE}{d\,\mathrm{pH}}=-\frac kn\left[m-a\frac{d\log a_{\mathrm{Ox}}}{d\,\mathrm{pH}}+b\frac{d\log a_{\mathrm{Red}}}{d\,\mathrm{pH}}\right]. \tag{10}$$

Consider $\mathrm{Ox}+n\,\mathrm{e^-}\rightarrow\mathrm{Red}$, for which $m=0$ and $b=1$, with the activity of Ox fixed. Let Red also exist in a protonated form HRed, with acid constant $K_a$ and $\mathrm pK_a=-\log K_a$. In an ideal solution, suppose that the total concentration $c$ of the two reduced forms is fixed, rather than that of Red alone. Their ratio is $[\mathrm{HRed}]/[\mathrm{Red}]=10^{\mathrm pK_a-\mathrm{pH}}\equiv x$, so

$$\log a_{\mathrm{Red}}=\log c-\log(1+x),\qquad \frac{d\log a_{\mathrm{Red}}}{d\,\mathrm{pH}}=\frac{x}{1+x}.$$

The last step uses $dx/d\,\mathrm{pH}=-x\ln10$. The quantity $f=x/(1+x)$ is the protonated fraction, and (10) becomes $dE/d\,\mathrm{pH}=-kf/n$. Well below $\mathrm pK_a$ the slope is close to $-k/n$, as expected for one proton and $n$ electrons. Well above it the line is nearly horizontal. Between these limits it is curved, and the simple rule applies separately to its two ends.

## A worked diagram

Take a model metal with the species M, $\mathrm{M^{2+}}$, $\mathrm{M^{3+}}$, $\mathrm{M(OH)_2}$ and $\mathrm{M(OH)_3}$ at 298.15 K. The chosen parameters are $E^\circ(\mathrm{M^{2+}/M})=-0.40$ V and $E^\circ(\mathrm{M^{3+}/M^{2+}})=0.80$ V. The equilibrium constants for dissolution in acid have $\log K=13$ for $\mathrm{M(OH)_2}$ and $\log K=3$ for $\mathrm{M(OH)_3}$. Solids have unit activity, and each dissolved metal species has activity $10^{-6}$ on its boundaries.

**Horizontal lines.** For $\mathrm{M^{2+}}+2\mathrm e^-\rightarrow\mathrm M$, $m=0$ and $n=2$:

$$E=-0.40+\frac{0.05916}{2}(-6)=-0.5775\ \mathrm V.$$

For $\mathrm{M^{3+}}+\mathrm e^-\rightarrow\mathrm{M^{2+}}$ the equal activities cancel, leaving $E=0.80$ V.

**Vertical lines.** For $\mathrm{M(OH)_2}+2\mathrm{H^+}\rightarrow\mathrm{M^{2+}}+2\mathrm{H_2O}$, $m=2$ and $n=0$. Since $\log K=-\Delta G^\circ/(RT\ln10)$, equation (6) gives

$$\mathrm{pH}=\frac{13-(-6)}{2}=9.5.$$

For $\mathrm{M(OH)_3}+3\mathrm{H^+}\rightarrow\mathrm{M^{3+}}+3\mathrm{H_2O}$ it gives $\mathrm{pH}=(3+6)/3=3.0$.

**A steep line.** The reaction

$$\mathrm{M(OH)_3}+3\mathrm{H^+}+\mathrm e^-\rightarrow\mathrm{M^{2+}}+3\mathrm{H_2O}$$

is the dissolution of $\mathrm{M(OH)_3}$ followed by the reduction of $\mathrm{M^{3+}}$. Adding the two standard Gibbs energies gives $\Delta G^\circ=-3RT\ln10-F(0.80\ \mathrm V)$, hence $E^\circ=0.80\ \mathrm V+3k$. The activity of $\mathrm{M^{2+}}$ adds $-k(-6)=6k$. Therefore

$$E=0.80+9(0.05916)-3(0.05916)\,\mathrm{pH}=1.3324-0.17748\,\mathrm{pH},$$

in volts. At pH 4 and pH 8 the potentials are 0.6225 V and −0.0874 V. The change of −0.7099 V over four pH units corresponds to −177.48 mV per unit, three times $-k$, because three protons accompany one electron.

**Solid–solid lines.** The pairs $\mathrm{M(OH)_2/M}$ and $\mathrm{M(OH)_3/M(OH)_2}$ have $m=n=2$ and $m=n=1$. Both slopes are −59.16 mV per pH unit, so the lines are parallel. The $\mathrm{M(OH)_2/M}$ line, $E=-0.0155\ \mathrm V-k\,\mathrm{pH}$, and the visible part of the $\mathrm{M^{2+}/M}$ line lie below the hydrogen line $E=-k\,\mathrm{pH}$. The region of M is therefore outside the stability range of water, and the diagram ranks only the metal species against one another.

**How the lines meet.** At pH 9.5 the line between $\mathrm{M^{2+}}$ and M meets that between $\mathrm{M(OH)_2}$ and M at −0.5775 V. At the same pH, the steep line meets the line between the two hydroxides at −0.3536 V. Following the lower edge of the $\mathrm{M(OH)_3}$ region through this corner, the slope changes from $-3k$ to $-k$, because the reduced species changes from $\mathrm{M^{2+}}$ to $\mathrm{M(OH)_2}$. A sharp corner between a solid and two ions follows from fixing each ion separately. If the total dissolved metal is fixed at $10^{-6}$ instead, the two ions share it equally at 0.80 V, the edge of $\mathrm{M(OH)_3}$ there lies at pH 3.10 rather than 3.0, and the corner is rounded.

**A rising line that is not visible.** For

$$\mathrm{M^{3+}}+2\mathrm{H_2O}+\mathrm e^-\rightarrow\mathrm{M(OH)_2}+2\mathrm{H^+},$$

$m=-2$ and $n=1$, so the slope is +118.32 mV per pH unit. This line is no part of the stable diagram. $\mathrm{M^{3+}}$ has a lower $\phi$ than $\mathrm{M(OH)_3}$ only below pH 3.0, while $\mathrm{M(OH)_2}$ has a lower $\phi$ than $\mathrm{M^{2+}}$ only above pH 9.5. The two species cannot both be the most stable at one point.

**Unequal coefficients.** A separate model oxide, left out of the diagram, reacts as

$$\mathrm{M_3O_4}+8\mathrm{H^+}+2\mathrm e^-\rightarrow3\mathrm{M^{2+}}+4\mathrm{H_2O}.$$

Its slope is $-(8/2)k=-236.64$ mV per pH unit. The coefficient 3 of the ion affects the position of the line through the activity term, but the slope follows from $m/n$.

**Changing the activity.** Raising the dissolved activity to $10^{-4}$ moves the $\mathrm{M^{2+}/M}$ line up by $(k/2)\times2=59.16$ mV. The steep line moves down by $2k=118.32$ mV, and the vertical $\mathrm{M(OH)_2/M^{2+}}$ line moves to pH 8.5. All three shifts shrink the region of $\mathrm{M^{2+}}$, and none changes a slope. The vertical $\mathrm{M(OH)_3/M^{3+}}$ line also moves, to pH $(3+4)/3=2.33$.

**Changing the temperature.** At 333.15 K, $k=66.10$ mV per pH unit, and every nonzero slope grows in proportion. The positions also depend on how $\Delta G^\circ$ changes with temperature, which the slope rule does not provide.

## The slope depends on the reference electrode

Suppose the reference is a hydrogen electrode in the sample solution itself, with hydrogen gas at unit activity. Its reaction, $\mathrm{H^+}+\mathrm e^-\rightarrow\tfrac12\mathrm{H_2}$, has $m=n=1$ and $E^\circ=0$, so its potential against the SHE is $-k\,\mathrm{pH}$. A potential measured against it is $E'=E+k\,\mathrm{pH}$, and for $n\neq0$

$$\frac{dE'}{d\,\mathrm{pH}}=\left(1-\frac mn\right)k.$$

The $\mathrm{M(OH)_2/M}$ line is now horizontal, while the $\mathrm{M^{2+}/M}$ line rises by 59.16 mV per pH unit. The steep line falls by 118.32 mV per unit. A vertical line stays vertical, because its condition does not involve the potential. The equilibria are unchanged; the zero of the potential scale now moves with pH. A quoted slope therefore needs its reference electrode stated.

## Table of computed values

```
Temperature: 298.15 K; k = 59.159 mV per pH
Warm bath: 333.15 K; k = 66.104 mV per pH
Input E0(M2+/M) = -0.40 V; E0(M3+/M2+) = 0.80 V
Input log10 K, M(OH)2 dissolution = 13.0
Input log10 K, M(OH)3 dissolution = 3.0
Input activity of dissolved metal species = 1e-06
Input G0(M3O4), separate oxide = 100 kJ/mol
Sloping and horizontal lines (slopes in mV per pH, E in V vs SHE):
 M2+->M: a=1 b=1 m=0 n=2 slope=0.00 E(pH 0)=-0.5775
 M3+->M2+: a=1 b=1 m=0 n=1 slope=0.00 E(pH 0)=0.8000
 M(OH)2->M: a=1 b=1 m=2 n=2 slope=-59.16 E(pH 0)=-0.0155
 M(OH)3->M(OH)2: a=1 b=1 m=1 n=1 slope=-59.16 E(pH 0)=0.2084
 M(OH)3->M2+: a=1 b=1 m=3 n=1 slope=-177.48 E(pH 0)=1.3324
 M3+->M(OH)2: a=1 b=1 m=-2 n=1 slope=118.32 E(pH 0)=-0.3240
 M3O4->M2+: a=1 b=3 m=8 n=2 slope=-236.64 E(pH 0)=2.2506
Vertical lines:
 M(OH)2->M2+: m=2 n=0 pH=9.500
 M(OH)3->M3+: m=3 n=0 pH=3.000
Corners where three lines meet:
 M2+, M, M(OH)2: pH=9.500 E=-0.5775 V
 M(OH)3, M2+, M(OH)2: pH=9.500 E=-0.3536 V
 M3+, M2+, M(OH)3: pH=3.000 E=0.8000 V
M(OH)3/M2+ line: E(pH 4)=0.6225 V; E(pH 8)=-0.0874 V
 Difference=-0.7099 V; slope=-177.48 mV per pH
Dissolved activity raised to 1e-04:
 M2+/M line moves by 59.16 mV
 M(OH)3/M2+ line moves by -118.32 mV
 M(OH)2/M2+ vertical line moves to pH 8.500
Slopes against a hydrogen electrode in the sample (mV per pH):
 M2+->M: 59.16
 M(OH)2->M: 0.00
 M(OH)3->M2+: -118.32
```
